# Dirac Brackets and Transverse Photons in Coulomb Gauge

## One standing wave

Take a box of volume $V$ without charges and keep one real standing wave of wavevector $\mathbf k\neq0$:

$$\mathbf A=\sqrt{2/V}\,\boldsymbol\alpha\cos(\mathbf k\cdot\mathbf x),\qquad
\boldsymbol\Pi=\sqrt{2/V}\,\boldsymbol\beta\cos(\mathbf k\cdot\mathbf x),\qquad \{\alpha_i,\beta_j\}=\delta_{ij}.$$

Here $\boldsymbol\Pi$ is the momentum conjugate to $\mathbf A$, equal to $-\varepsilon_0\mathbf E$. Gauss's law requires $\mathbf k\cdot\boldsymbol\beta=0$, and Coulomb gauge requires $\mathbf k\cdot\boldsymbol\alpha=0$. These conditions contradict the Poisson bracket, since $\{\mathbf k\cdot\boldsymbol\alpha,\mathbf k\cdot\boldsymbol\beta\}=k^2\ne0$.

The Dirac bracket removes the contradiction. For constraints $\chi_\mu$ whose matrix $C_{\mu\nu}=\{\chi_\mu,\chi_\nu\}$ is invertible, it is

$$\{F,G\}_D=\{F,G\}-\{F,\chi_\mu\}(C^{-1})_{\mu\nu}\{\chi_\nu,G\},$$

with repeated labels summed. Setting $G=\chi_\sigma$ gives $\{F,\chi_\sigma\}-\{F,\chi_\mu\}(C^{-1})_{\mu\nu}C_{\nu\sigma}=0$, so constraints may be set to zero inside this bracket.

Let $\chi_1=\mathbf k\cdot\boldsymbol\alpha$ and $\chi_2=\mathbf k\cdot\boldsymbol\beta$. Then $C_{12}=k^2=-C_{21}$, hence $(C^{-1})_{21}=1/k^2$. Since $\{\alpha_i,\chi_2\}=k_i$ and $\{\chi_1,\beta_j\}=k_j$,

$$\{\alpha_i,\beta_j\}_D=\delta_{ij}-\frac{k_ik_j}{k^2}.$$

This matrix annihilates $\mathbf k$ and is the identity on the plane perpendicular to it. Two polarizations remain.

## Assumptions and theorem

Charges $q_n$ with masses $m_n$, positions $\mathbf r_n$ and canonical momenta $\mathbf p_n$ move nonrelativistically in a periodic box. The total charge is zero, the potentials are periodic, and $\phi$ has zero mean. SI units are used. Write

$$\rho=\sum_nq_n\delta(\mathbf x-\mathbf r_n),\qquad \mathbf J=\sum_nq_n\mathbf v_n\delta(\mathbf x-\mathbf r_n).$$

Where a self-energy occurs, the delta function is cut off at large wavevector, and $\mathbf A(\mathbf r_n)$ is averaged with the same function.

Let a primed sum omit $\mathbf k=0$, and define

$$g(\mathbf x)=-\frac1V\sum_{\mathbf k}{}'\frac{e^{i\mathbf k\cdot\mathbf x}}{k^2},\qquad
\delta^L_{ij}=\partial_i\partial_jg=\frac1V\sum_{\mathbf k}{}'\frac{k_ik_j}{k^2}e^{i\mathbf k\cdot\mathbf x},\qquad
\delta^T_{ij}=\delta_{ij}\delta-\delta^L_{ij}.$$

Thus $\nabla^2g=\delta-1/V$, which acts as the identity on functions of zero mean. The Coulomb potential is $\phi_C(\mathbf x)=-\varepsilon_0^{-1}\sum_nq_n\,g(\mathbf x-\mathbf r_n)$.

**Theorem.** In Coulomb gauge,

$$\{A_i(\mathbf x),\Pi_j(\mathbf y)\}_D=\delta^T_{ij}(\mathbf x-\mathbf y),\tag{1}$$

$$\{p_{ni},\Pi_j(\mathbf x)\}_D=-q_n\delta^L_{ij}(\mathbf x-\mathbf r_n),\qquad
\{p_{ni},\phi(\mathbf x)\}_D=-\frac{\partial\phi_C(\mathbf x)}{\partial r_{ni}}.\tag{2}$$

The particle bracket $\{r_{ni},p_{mj}\}_D=\delta_{nm}\delta_{ij}$ is unchanged, and the other brackets among $\mathbf r,\mathbf p,\mathbf A,\boldsymbol\Pi,\phi$ vanish. Each $\mathbf k\neq0$ carries two physical polarizations.

## Lemma 1: the four constraints

**Lemma.** The constraints are

$$\chi_1=\pi_\phi,\quad \chi_2=\nabla\cdot\boldsymbol\Pi+\rho,\quad \chi_3=\nabla\cdot\mathbf A,\quad \chi_4=\nabla^2\phi+\rho/\varepsilon_0,$$

and their preservation in time produces no others.

**Proof.** With $\mathbf E=-\nabla\phi-\dot{\mathbf A}$ and $\mathbf B=\nabla\times\mathbf A$, the Lagrangian is

$$\mathcal L=\sum_n\tfrac12m_nv_n^2+\int\Big[\tfrac{\varepsilon_0}2(E^2-c^2B^2)+\mathbf J\cdot\mathbf A-\rho\phi\Big]d^3x.$$

It contains no $\dot\phi$, so $\pi_\phi=0$. The other momenta are $\boldsymbol\Pi=\varepsilon_0(\dot{\mathbf A}+\nabla\phi)=-\varepsilon_0\mathbf E$ and $\mathbf p_n=m_n\mathbf v_n+q_n\mathbf A(\mathbf r_n)$.

In the Legendre transform, $\mathbf p_n\cdot\mathbf v_n-\tfrac12m_nv_n^2-q_n\mathbf v_n\cdot\mathbf A=\tfrac12m_nv_n^2$. The field part uses $\dot{\mathbf A}=\boldsymbol\Pi/\varepsilon_0-\nabla\phi$ and leaves $\Pi^2/2\varepsilon_0-\boldsymbol\Pi\cdot\nabla\phi+\varepsilon_0c^2B^2/2+\rho\phi$. Integrating the gradient term by parts gives

$$H=\sum_n\frac{[\mathbf p_n-q_n\mathbf A(\mathbf r_n)]^2}{2m_n}+\int\Big[\frac{\Pi^2}{2\varepsilon_0}+\frac{\varepsilon_0c^2}2B^2+\phi\,\chi_2\Big]d^3x.$$

Because $\dot\phi$ is undetermined, a term $\int u\,\pi_\phi\,d^3x$ with arbitrary $u$ is added.

Preservation of $\chi_1$ requires $\dot\pi_\phi=-\delta H/\delta\phi=-\chi_2=0$, which is Gauss's law. (The mean of $\chi_2$ is the total charge divided by $V$, already zero.) Next,

$$\dot{\boldsymbol\Pi}=-\frac{\delta H}{\delta\mathbf A}=\mathbf J-\varepsilon_0c^2\nabla\times\mathbf B.$$

The divergence of a curl vanishes and $\dot\rho=-\nabla\cdot\mathbf J$, so $\dot\chi_2=\nabla\cdot\mathbf J-\nabla\cdot\mathbf J=0$.

Now impose the gauge condition $\chi_3=0$. Its rate of change is

$$\dot\chi_3=\nabla\cdot\Big(\frac{\boldsymbol\Pi}{\varepsilon_0}-\nabla\phi\Big)=\frac{\chi_2}{\varepsilon_0}-\chi_4,$$

so $\chi_4$ must vanish as well. Finally, $\dot\chi_4=\nabla^2u-\nabla\cdot\mathbf J/\varepsilon_0=0$ determines the zero-mean function $u$ and ends the chain. $\square$

**Remark: why a gauge condition is needed.** Before gauge fixing, $\{\chi_1,\chi_2\}=0$, so this pair has no invertible constraint matrix. Such constraints are called first class and generate gauge changes. For $\Gamma=\int\lambda\chi_2\,d^3x=-\int\nabla\lambda\cdot\boldsymbol\Pi\,d^3x+\sum_nq_n\lambda(\mathbf r_n)$,

$$\{\mathbf A,\Gamma\}=-\nabla\lambda,\qquad \{\mathbf p_n,\Gamma\}=-q_n\nabla\lambda(\mathbf r_n),\qquad\{\boldsymbol\Pi,\Gamma\}=0.$$

The kinetic momentum $\mathbf p_n-q_n\mathbf A(\mathbf r_n)$ is therefore unchanged. Coulomb gauge can be reached by solving $\nabla^2\lambda=\nabla\cdot\mathbf A$, whose periodic solution is unique up to a constant that changes nothing.

## Lemma 2: inverting the constraint matrix

**Lemma.** The nonzero entries of the inverse are

$$(C^{-1})_{32}=(C^{-1})_{14}=g,\qquad (C^{-1})_{23}=(C^{-1})_{41}=-g,$$

with argument $\mathbf x-\mathbf y$.

**Proof.** From $\{\Pi_i(\mathbf x),A_j(\mathbf y)\}=-\delta_{ij}\delta(\mathbf x-\mathbf y)$,

$$C_{23}=-\partial_i^x\partial_i^y\delta(\mathbf x-\mathbf y)=\nabla^2\delta(\mathbf x-\mathbf y),$$

because a derivative with respect to $\mathbf y$ is minus one with respect to $\mathbf x$. Likewise $C_{41}=\nabla^2\{\phi,\pi_\phi\}=\nabla^2\delta$. Antisymmetry gives $C_{32}=C_{14}=-\nabla^2\delta$.

All other entries vanish: $\chi_1$ sees only $\phi$, which is absent from $\chi_2$ and $\chi_3$; $\chi_4$ contains $\phi$ and $\mathbf r_n$, which commute with the variables in $\chi_2$ and $\chi_3$. Since $\nabla^2g$ is the identity on zero-mean functions, $C_{23}(C^{-1})_{32}=1$ and $C_{32}(C^{-1})_{23}=1$ fix the first pair of signs. The pair 4, 1 follows in the same way. $\square$

## Proof of the theorem

**Field bracket.** $A_i$ has a nonzero bracket with $\chi_2$ alone, and $\Pi_j$ with $\chi_3$ alone:

$$\{A_i(\mathbf x),\chi_2(\mathbf u)\}=\partial_i^u\delta(\mathbf x-\mathbf u),\qquad
\{\chi_3(\mathbf v),\Pi_j(\mathbf y)\}=\partial_j^v\delta(\mathbf v-\mathbf y).$$

The minus sign in the Dirac bracket and that in $(C^{-1})_{23}=-g$ combine to a plus:

$$\{A_i(\mathbf x),\Pi_j(\mathbf y)\}_D=\delta_{ij}\delta(\mathbf x-\mathbf y)+\int\!\!\int\partial_i^u\delta(\mathbf x-\mathbf u)\,g(\mathbf u-\mathbf v)\,\partial_j^v\delta(\mathbf v-\mathbf y)\,d^3u\,d^3v.$$

Two integrations by parts turn the integral into $\partial_i^x\partial_j^yg(\mathbf x-\mathbf y)=-\partial_i\partial_jg(\mathbf x-\mathbf y)$. This is (1).

**Matter brackets.** Moving a charge changes $\rho$, so

$$\{p_{ni},\chi_2(\mathbf u)\}=-\frac{\partial\rho(\mathbf u)}{\partial r_{ni}}=q_n\partial_i^u\delta(\mathbf u-\mathbf r_n).$$

The same two integrations by parts give $\{p_{ni},\Pi_j(\mathbf x)\}_D=-q_n\partial_i\partial_jg(\mathbf x-\mathbf r_n)$, the first part of (2).

For the potential, $\{p_{ni},\chi_4(\mathbf u)\}=(q_n/\varepsilon_0)\partial_i^u\delta(\mathbf u-\mathbf r_n)$ and $\{\chi_1(\mathbf v),\phi(\mathbf x)\}=-\delta(\mathbf v-\mathbf x)$. With $(C^{-1})_{41}=-g$,

$$\{p_{ni},\phi(\mathbf x)\}_D=-\frac{q_n}{\varepsilon_0}\int\partial_i^u\delta(\mathbf u-\mathbf r_n)g(\mathbf u-\mathbf x)\,d^3u
=\frac{q_n}{\varepsilon_0}\frac{\partial g(\mathbf r_n-\mathbf x)}{\partial r_{ni}}.$$

As $g$ is even, this equals $-\partial\phi_C(\mathbf x)/\partial r_{ni}$.

**Remaining brackets.** A correction needs one variable that sees $\chi_2$ and another that sees $\chi_3$, or the same with $\chi_1$ and $\chi_4$. Now $\mathbf r$ sees no constraint, $\mathbf p$ sees $\chi_2,\chi_4$, $\mathbf A$ sees $\chi_2$, $\boldsymbol\Pi$ sees $\chi_3$, and $\phi$ sees $\chi_1$. The pairs not already treated receive no correction.

**Counting.** The Fourier symbol of (1) is $\delta_{ij}-k_ik_j/k^2$, with eigenvalues $0,1,1$. Equivalently, $\phi$, $\mathbf A$ and their momenta give eight variables per wavevector; four constraints leave four, or two coordinate–momentum pairs. For real fields, $\mathbf k$ and $-\mathbf k$ are counted together. $\square$

**Remark: the uniform field.** At $\mathbf k=0$ the divergence conditions are empty, so three uniform components of $\mathbf A$ and their momenta survive in the box. They are absent in free space when the fields decay. A box with net charge $Q$ has no periodic solution of $\nabla\cdot\boldsymbol\Pi+\rho=0$. Because $\phi$ has zero mean, only the zero-mean part of $\chi_2$ is a constraint, so the construction then gives $\nabla\cdot\boldsymbol\Pi+\rho=Q/V$. This describes the charges together with a uniform neutralizing background $-Q/V$, and the brackets (1) and (2) keep their form.

## What is local and what is not

In infinite space $g=-1/(4\pi r)$. Away from the origin, $\partial_i\partial_j(1/r)=(3\hat r_i\hat r_j-\delta_{ij})/r^3$. The contact term follows from the divergence theorem on a small sphere:

$$\int_{\rm sphere}\partial_i\partial_j\frac1r\,d^3x=-\oint\hat r_i\hat r_j\,d\Omega=-\frac{4\pi}3\delta_{ij}.$$

Therefore $\delta^L_{ij}$ has contact part $\delta_{ij}\delta/3$, and

$$\delta^T_{ij}(\mathbf r)=\frac23\delta_{ij}\delta(\mathbf r)-\frac{\delta_{ij}-3\hat r_i\hat r_j}{4\pi r^3},$$

where the singular term is integrated over angles first.

As a check, let the $zz$ component act at the origin on a Gaussian of unit height, with widths 1 in $x,y$ and 2 in $z$. Integrals in wavevector space and in real space both give 0.826436. The contact term supplies 0.666667 and the tail 0.159769. The tail is positive here because its kernel is positive near the $z$ axis, along which the Gaussian is stretched; for a spherical function it averages to zero.

The tail does not mean that physical fields at separated points fail to commute. Taking the curl of (1) removes the gradient term:

$$\{B_i(\mathbf x),E_j(\mathbf y)\}_D=-\frac1{\varepsilon_0}\epsilon_{ilj}\,\partial_l^x\delta(\mathbf x-\mathbf y).$$

For matter, (1) and (2) add to another local result:

$$\{p_{ni}-q_nA_i(\mathbf r_n),\Pi_j(\mathbf x)\}_D=-q_n(\delta^L_{ij}+\delta^T_{ij})=-q_n\delta_{ij}\delta(\mathbf x-\mathbf r_n).$$

A finite model shows the cancellation. It has a $5\times5\times5$ grid, box side $2\pi$, $\varepsilon_0=c=\hbar=1$ and two opposite charges. With the positive unit charge at $(1,2,0.5)$ and the field point at the grid point $(2\pi/5)(1,1,1)$, the $xx$ parts are $-0.061599$ (longitudinal) and $-0.066303$ (transverse), with sum $-0.127902$. The $xy$ parts, $-0.020720$ and $+0.020720$, cancel. The $xx$ sum is nonzero away from the charge because it equals $-q$ times the cut-off delta function, here a product of three factors $(1+2\cos u+2\cos2u)/2\pi$ with $u$ a component of $\mathbf x-\mathbf r$. This function oscillates and changes sign. Raising a sharp cutoff does not make it vanish point by point; it approaches $\delta$ only under an integral with a smooth function.

## Corollary: the reduced Hamiltonian

**Corollary.** Let $\boldsymbol\Pi^T$ be the divergence-free part of $\boldsymbol\Pi$, including its uniform part. On the constraint surface,

$$H=\sum_n\frac{[\mathbf p_n-q_n\mathbf A(\mathbf r_n)]^2}{2m_n}+V_C+\int\Big[\frac{(\Pi^T)^2}{2\varepsilon_0}+\frac{\varepsilon_0c^2}2B^2\Big]d^3x,\qquad V_C=\frac12\int\rho\phi_C\,d^3x.$$

**Proof.** Since $\varepsilon_0\nabla^2\phi_C=-\rho$, Gauss's law is solved by $\boldsymbol\Pi=\boldsymbol\Pi^T+\varepsilon_0\nabla\phi_C$. The cross term $\int\boldsymbol\Pi^T\cdot\nabla\phi_C\,d^3x$ vanishes by parts. The longitudinal energy is $\tfrac{\varepsilon_0}2\int|\nabla\phi_C|^2d^3x=V_C$, and the term $\phi\chi_2$ is zero. $\square$

By (2), $\mathbf p_n$ commutes with $\boldsymbol\Pi^T$, because the transverse projection of $\delta^L$ vanishes. Hence $(\mathbf r,\mathbf p)$ and $(\mathbf A,\boldsymbol\Pi^T)$ are independent canonical sets with constant brackets, so the Jacobi identity needed for quantization holds.

The motion generated is the expected one. The transverse equation is $\dot{\boldsymbol\Pi}^T=\mathbf J^T-\varepsilon_0c^2\nabla\times\mathbf B$. Charge conservation gives $\varepsilon_0\nabla\dot\phi_C=\mathbf J^L$, and the sum is the Ampère–Maxwell law. For a charge, subtracting $q\,d\mathbf A(\mathbf r)/dt$ from $\dot{\mathbf p}$ gives

$$m\dot v_i=qv_j(\partial_iA_j-\partial_jA_i)-q\dot A_i-q\partial_i\phi_C=q(\mathbf E+\mathbf v\times\mathbf B)_i.$$

In the finite model, at a randomly drawn point of the constraint surface, the full and reduced Hamiltonians agree at 1760.559002. The phase space has 1010 dimensions and 496 constraints. The Dirac matrix has rank 514: four for each of 124 nonzero wavevectors, six for the uniform field and twelve for two particles. The grid keeps 24 of the box's 30 wavevectors with $|\mathbf k|=3$, leaving out $(\pm3,0,0)$ and its permutations. These 24 carry 48 oscillators.

## Photon operators and one mode in numbers

Replace $\{\cdot,\cdot\}_D$ by $[\cdot,\cdot]/i\hbar$. For $\mathbf k\ne0$, choose two real unit vectors $\mathbf e_{\mathbf k\lambda}\perp\mathbf k$, and let $\omega=ck$. In this section $\mathbf A$ and $\boldsymbol\Pi^T$ stand for the fields without their uniform parts, which are separate variables. Write

$$\mathbf A=\sum_{\mathbf k\lambda}{}'\sqrt{\frac{\hbar}{2\varepsilon_0\omega V}}\,\mathbf e_{\mathbf k\lambda}\big(a_{\mathbf k\lambda}e^{i\mathbf k\cdot\mathbf x}+a^\dagger_{\mathbf k\lambda}e^{-i\mathbf k\cdot\mathbf x}\big),$$

$$\boldsymbol\Pi^T=-i\sum_{\mathbf k\lambda}{}'\sqrt{\frac{\hbar\varepsilon_0\omega}{2V}}\,\mathbf e_{\mathbf k\lambda}\big(a_{\mathbf k\lambda}e^{i\mathbf k\cdot\mathbf x}-a^\dagger_{\mathbf k\lambda}e^{-i\mathbf k\cdot\mathbf x}\big).$$

If $[a_{\mathbf k\lambda},a^\dagger_{\mathbf k'\lambda'}]=\delta_{\mathbf k\mathbf k'}\delta_{\lambda\lambda'}$, the product of prefactors is $-i\hbar/2V$ and both operator orderings contribute $-1$. With $\sum_\lambda e_ie_j=\delta_{ij}-k_ik_j/k^2$,

$$[A_i(\mathbf x),\Pi^T_j(\mathbf y)]=\frac{i\hbar}V\sum_{\mathbf k}{}'\Big(\delta_{ij}-\frac{k_ik_j}{k^2}\Big)e^{i\mathbf k\cdot(\mathbf x-\mathbf y)},$$

which is $i\hbar\delta^T_{ij}$ without its uniform part. In the energy, the electric and magnetic terms each give $\tfrac14\hbar\omega(aa^\dagger+a^\dagger a)$ per mode. Their $aa$ and $a^\dagger a^\dagger$ terms have opposite signs and cancel, leaving $H_{\rm rad}=\sum'\hbar\omega(a^\dagger a+\tfrac12)$ for the waves with $\mathbf k\ne0$. In the box, a uniform part $\bar{\boldsymbol\Pi}$ of the momentum adds the energy $V\bar\Pi^2/2\varepsilon_0$.

Take a cubic box of side $L=1\ \mu$m and $\mathbf k=(2\pi/L)(1,2,2)$. Since $1+4+4=9$, $k=6\pi/L=1.88496\times10^7\ \mathrm{m^{-1}}$ and the wavelength is $L/3=333.333$ nm. The projector is

$$\frac19\begin{pmatrix}8&-2&-2\\-2&5&-4\\-2&-4&5\end{pmatrix},$$

with polarization vectors $(0,1,-1)/\sqrt2$ and $(-4,1,1)/\sqrt{18}$. Its trace, $18/9=2$, counts them.

The photon energy is 3.71953 eV. In the vacuum, one polarization of this travelling wave has $\langle E^2\rangle=\hbar\omega/(2\varepsilon_0V)$ at every point, so $E_{\rm rms}=1.83447\times10^5$ V/m. The corresponding potential is $E_{\rm rms}/\omega=(1.83447\times10^5)/(5.65095\times10^{15})=3.2463\times10^{-11}$ V s/m. The field amplitude scales as $V^{-1/2}$ at fixed frequency: it belongs to a mode of this box, not to free space as a whole. The numerical output lists these values.

## Computed results

```
FINITE MODEL (eps0 = c = hbar = 1, box side 2 pi)
Grid points: 125  nonzero wavevectors: 124
Phase-space dimension: 1010
Number of constraints: 496
Rank of Dirac matrix: 514
Wavevectors with |k| = 3: 24
Oscillators with omega = 3: 48
Largest error of transverse bracket: 3.3e-16
Full Hamiltonian on constraint surface: 1760.559002
Reduced Hamiltonian: 1760.559002
Coulomb energy with band-limited self-energy: 0.126583
MATTER-FIELD BRACKET, charge +1 (model units)
Charge position: [1.  2.  0.5]
Field point: [1.2566 1.2566 1.2566]
xx longitudinal part {p,Pi}_D: -0.061599
xx transverse part -q{A(r),Pi}_D: -0.066303
xx sum {p-qA(r),Pi}_D: -0.127902
xy longitudinal part {p,Pi}_D: -0.020720
xy transverse part -q{A(r),Pi}_D: 0.020720
xy sum {p-qA(r),Pi}_D: 0.000000
FREE-SPACE TRANSVERSE DELTA, zz component at the origin
Gaussian widths (x,y) and z: 1.0, 2.0 (model length)
Wavevector integral: 0.82643600 (dimensionless)
Real-space integral: 0.82643600 (dimensionless)
PHOTON MODE n = (1,2,2), cubic box
Projector row: 0.888889 -0.222222 -0.222222
Projector row: -0.222222 0.555556 -0.444444
Projector row: -0.222222 -0.444444 0.555556
Polarization vector: 0.000000 0.707107 -0.707107
Polarization vector: -0.942809 0.235702 0.235702
Box side: 1.000 micrometre
Wavenumber |k|: 1.88496e+07 1/m
Wavelength: 333.333 nm
Angular frequency: 5.65095e+15 rad/s
Photon energy: 3.71953 eV
Ground-state P^2/(hbar omega): 0.50000000
Vacuum rms E, one polarization: 1.83447e+05 V/m
Vacuum rms A, one polarization: 3.24629e-11 V s/m
```
